# Bethe Logarithms of Hydrogen 1s and 2s from a Radial Pseudospectrum

## The decision: where to put the basis functions

A Bethe logarithm computed with a finite radial basis needs two choices: how finely to resolve the region near the nucleus, and how the basis functions may start there. Both matter more than the total number of functions. On a uniform mesh, 324 splines starting as \(r^2\) give 2.852 for 1s with the acceleration strengths derived below (2.81 with velocity strengths), while only 45 starting as \(r\) give 2.867. Keeping the start as \(r\) but changing to a geometric mesh, 41 splines give 2.98405, and one extrapolation gives 2.98413.

The model is nonrelativistic hydrogen with a fixed point nucleus and dipole velocity coupling. Hartree atomic units are used, with \(H=p^2/2-1/r\) and \(E_n=-1/(2n^2)\). For \(n=1,2\),

\[
\ln k_0=\frac{\sum_j |\langle j|\mathbf p|ns\rangle|^2\,\omega_j\ln(2\omega_j)}
{\sum_j |\langle j|\mathbf p|ns\rangle|^2\,\omega_j},\qquad \omega_j=E_j-E_n .
\]

The sum includes the continuum. The factor 2 converts \(\omega_j\) to rydbergs. For nuclear charge \(Z\), all energies scale as \(Z^2\), and the same number results if \(2\omega_j/Z^2\) stands in the logarithm.

## Reduction to one radial channel

Write \(\psi=R(r)Y_{00}\) and \(u=rR\). Since \(\nabla\psi=\hat{\mathbf r}R'Y_{00}\), only \(p\) waves couple. The squared angular elements, summed over magnetic number and Cartesian component, give \(\int|\hat{\mathbf r}|^2|Y_{00}|^2d\Omega=1\). For a final radial function \(v_j(r)/r\),

\[
\sum|\langle j|\mathbf p|ns\rangle|^2=D_j^2,\qquad
D_j=\int_0^\infty v_j\varphi\,dr,\qquad \varphi=rR'.
\]

The denominator follows from a double commutator. With \(V=-1/r\), \([H,p_i]=i\partial_iV\) and \([p_i,i\partial_iV]=\partial_i^2V\). Expanding the double commutator in an eigenstate gives \(2\langle p_i(H-E_n)p_i\rangle\), so

\[
\sum_j\omega_jD_j^2=\tfrac12\langle\nabla^2V\rangle
=2\pi|\psi(0)|^2=\frac{2}{n^3},
\]

because \(\nabla^2V=4\pi\delta(\mathbf r)\) and \(|\psi(0)|^2=1/(\pi n^3)\).

A form better suited to a finite basis comes from differentiating the radial equation \(-\frac12(R''+2R'/r)-R/r=E_nR\):

\[
-\tfrac12\left(R'''+\frac{2R''}{r}\right)+\frac{R'}{r^2}-\frac{R'}{r}-E_nR'=-\frac{R}{r^2}.
\]

Multiplication by \(r\) gives

\[
(H_1-E_n)\varphi=-\frac{u}{r^2},\qquad
H_1=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r .
\]

Projection on an exact \(v_j\) yields \(\omega_jD_j=-a_j\), with \(a_j=\int v_ju\,r^{-2}dr\). The boundary terms vanish because \(v_j\) and \(\varphi\) are zero at the origin. The normalized strength is therefore

\[
s_j=\frac{n^3}{2}\,\omega_jD_j^2=\frac{n^3}{2}\frac{a_j^2}{\omega_j},
\qquad \sum_js_j=1,\qquad \ln k_0=\sum_js_j\ln(2\omega_j).
\]

For 2s, the degenerate 2p state has \(\omega=0\), hence \(a=0\). It contributes nothing and must be removed before the division.

## An independent spectral reference

The energy-normalized Coulomb \(p\) wave is

\[
v_k=\sqrt{\frac{2}{\pi k}}\,C_1(kr)^2e^{-ikr}M(a,4,2ikr),\qquad a=2+\frac ik,
\]
\[
C_1^2=\frac{1+k^{-2}}9\,\frac{2\pi/k}{1-e^{-2\pi/k}} ,
\]

where \(M\) is the regular confluent hypergeometric function. Integrating its series term by term, and continuing analytically in \(\lambda\), gives

\[
J(\lambda)=\int_0^\infty r^3e^{-(\lambda+ik)r}M(a,4,2ikr)\,dr
=6(\lambda+ik)^{a-4}(\lambda-ik)^{-a}
=\frac{6\,e^{-(2/k)\arctan(k/\lambda)}}{(\lambda^2+k^2)^2}.
\]

For 1s, \(\varphi=-2re^{-r}\), which needs \(J(1)\). For 2s, \(\varphi=(-r+r^2/4)e^{-r/2}/\sqrt2\). Its second term needs

\[
-\frac{dJ}{d\lambda}=J\,\frac{4\lambda-2}{\lambda^2+k^2},
\]

which vanishes at \(\lambda=1/2\). In both cases \(D^2=(4/n^3)(2/\pi k)C_1^2k^4J(1/n)^2\). Since \(2\omega=k^2+1/n^2\), the numerical factors combine as \((2/\pi)(2\pi)(36/9)=16\), the loose powers of \(k\) cancel, and the strength per unit energy is

\[
g(\omega)=\frac{n^3}2\omega D^2=
\frac{16(1+k^2)\,e^{-(4/k)\arctan(nk)}}
{(k^2+n^{-2})^3\,(1-e^{-2\pi/k})}.
\]

For bound states set \(k=i/m\). The solution normalized as \(r^2\) at the origin continues analytically in energy, so only its normalization needs attention. The squared coefficient of \(r^2\) is \(\frac49(1+k^2)/(1-e^{-2\pi/k})\) in the continuum and \(\frac49(1-m^{-2})/m^3\) for a bound state; for 2p the latter is \(1/24\), as \(u_{2p}=r^2e^{-r/2}/\sqrt{24}\) requires. Thus, for \(m>n\),

\[
s_m=\frac{16(1-m^{-2})}{m^3(n^{-2}-m^{-2})^3}
\left(\frac{m-n}{m+n}\right)^{2m}.
\]

The continuum density was tested against quadrature over Coulomb functions, and bound plus continuum strengths against \(\sum_js_j=1\) and \(\langle p^2\rangle=1/n^2\). The resulting logarithms are 2.984129 and 2.811770. Bound states carry 6.8% of the 1s strength and 2.6% of the 2s strength; the continuum dominates both.

## The high-energy tail

At large \(k\), \(\arctan(nk)=\pi/2-1/(nk)+\cdots\), so the exponential is \(e^{-2\pi/k}\) up to relative order \(k^{-2}\). With \(x=2\pi/k\),

\[
\frac{e^{-x}}{1-e^{-x}}=\frac1{e^x-1}=\frac1x\left(1-\frac x2+\cdots\right)
=\frac{k}{2\pi}\left(1-\frac\pi k+\cdots\right).
\]

Multiplying by \(16k^2/k^6\) and using \(k\simeq\sqrt{2\omega}\),

\[
g(\omega)\simeq\frac{8}{\pi k^3}\left(1-\frac{\pi}{k}\right)
\simeq\frac{2\sqrt2}{\pi}\,\omega^{-3/2}
\left(1-\frac{\pi}{\sqrt{2\omega}}\right).
\]

The leading term can be read directly from the nucleus. At high energy \(v_k\simeq\sqrt{2/(\pi k)}\,kr\,j_1(kr)\), and the integral for \(a\) is formed at \(r\sim1/k\), where \(u\simeq R(0)r\). Since \(\int_0^\infty j_1(x)dx=1\), \(a^2\simeq2R(0)^2/(\pi k)\). With \(R(0)^2=4/n^3\) and \(\omega\simeq k^2/2\), this again gives \(g\simeq8/(\pi k^3)\). The tail comes from the Coulomb singularity: \(\varphi\) starts as \(r\), whereas every exact \(p\) wave starts as \(r^2\).

The strength above a sharp cutoff \(\Lambda\) and the missing numerator are

\[
q(\Lambda)\simeq\frac{4\sqrt2}{\pi\sqrt\Lambda}-\frac2\Lambda,
\qquad
N(\Lambda)\simeq\frac{4\sqrt2}{\pi\sqrt\Lambda}\,[\ln(2\Lambda)+2].
\]

The second follows by partial integration of \(\omega^{-3/2}\ln(2\omega)\), keeping the leading density. At \(\Lambda=10^4\) Hartree only 1.8% of the 1s strength is missing, but the numerator lacks 0.212. The logarithm enlarges the loss.

With the denominator held at its exact value, a numerator loss of 0.001 requires \(\Lambda=1.87\times10^9\) Hartree, about \(10^5\) times the electron rest energy of 18,779 Hartree. The integral is well defined within the nonrelativistic model, but its converged value uses energies at which that model is no longer physical. A Lamb-shift calculation has to treat that region separately; the Bethe logarithm alone is not the shift.

## What a finite basis loses

Define the quadratic form

\[
\mathcal E(v,w)=\int_0^\infty\left[\tfrac12v'w'+
\left(\frac1{r^2}-\frac1r-E_n\right)vw\right]dr .
\]

For any \(v\) in the basis, \(\mathcal E(v,\varphi)=-\int vu\,r^{-2}dr\). For 1s the form is positive, since the lowest \(p\) level lies above \(E_1\). The pseudostates diagonalize it, so \(\sum_ja_j^2/\omega_j=\mathcal E(\varphi_B,\varphi_B)\), where \(\varphi_B\) is the projection of \(\varphi\) on the basis in this form. The missing strength is

\[
\delta=1-\sum_js_j=\frac{n^3}{2}\min_{v\in B}\mathcal E(\varphi-v,\varphi-v).
\]

If all basis functions start as \(r^2\), the remainder \(\varphi-v\) keeps the slope \(\varphi'(0)\). A basis with resolution \(h\) can remove it only beyond a distance of order \(h\). Inside that distance the remainder \(w=\varphi-v\) has \(w'^2\) and \(w^2/r^2\) both of order \(\varphi'(0)^2\); integrated over a length of order \(h\), this gives \(\delta\propto h\) at leading order.

For the numerator, set \(r=hx\). Near the nucleus the kinetic terms dominate, and energies take the form \(\omega=h^{-2}\epsilon\). The exact tail \(\omega^{-3/2}d\omega\) becomes \(h\,\epsilon^{-3/2}d\epsilon\), and the pseudostrengths scale in the same way. Since \(\ln(2\omega)=\ln(2\epsilon)+2\ln(1/h)\), the missing numerator \(N_B\) obeys

\[
\frac{N_B}{\delta}\simeq2\ln\frac1h+\text{constant}.
\]

Each halving of \(h\) should thus halve \(\delta\), quadruple the highest energy and raise \(N_B/\delta\) by \(2\ln2=1.386\). On uniform 1s meshes the last halving gives factors of 1.994 and 3.999 and a rise of 1.395.

At \(h=0.075\) bohr, \(\delta=0.012674\) and \(N_B/\delta=13.297\). The ratio of the truncated sums is low by

\[
\frac{N_B-\delta\ln k_0}{1-\delta}
=\frac{0.012674\,(13.297-2.984)}{0.987326}=0.1324,
\]

which takes 2.9841 to the computed 2.8517. In contrast, \(\sum_js_j/(\omega_j+1)\), which suppresses high energies, is wrong by only \(7.3\times10^{-7}\) per Hartree. A moment that favors low energies is thus nearly exact while the total strength is not, which places the loss in the high-energy tail.

The highest pseudostate energy is not a sharp cutoff. For this mesh it is 7617 Hartree, above which the tail law places a strength of about 0.020, more than the missing 0.0127. The pseudostates therefore carry some strength that belongs to still higher energies.

## The cure and its remaining error

A function starting as \(r\) has finite \(\int(v'^2/2+v^2/r^2)dr\). It is therefore admissible in the quadratic form, although exact eigenfunctions start as \(r^2\). Once such functions are present, \(\varphi\) can be represented accurately and \(\delta\) becomes negligible.

The remaining error follows from

\[
\ln\omega=\int_0^\infty\left[\frac1{1+\kappa}-\frac1{\omega+\kappa}\right]d\kappa,
\qquad
\frac1{\omega(\omega+\kappa)}=\frac1\kappa\left[\frac1\omega-\frac1{\omega+\kappa}\right].
\]

Let \(G(\kappa)=(n^3/2)\sum_ja_j^2/(\omega_j+\kappa)\), and let \(\varepsilon(\kappa)\) be its exact value minus its basis value. For 1s the basis value is the maximum over \(v\in B\) of

\[
\frac{n^3}{2}\left[2\int\frac{vu}{r^2}dr-\mathcal E(v,v)-\kappa\int v^2dr\right],
\]

so \(\varepsilon(\kappa)\ge0\), and \(\varepsilon\) cannot increase when the basis is enlarged. Also \(\varepsilon(0)=\delta\). By the second identity, the basis error of \(\sum_js_j/(\omega_j+\kappa)\) is \([\delta-\varepsilon(\kappa)]/\kappa\). Inserting this in the first identity, with \(\delta\,\ln2\) for the rydberg factor, gives

\[
N_B=\delta\ln2+\int_0^\infty\left[\frac{\delta}{1+\kappa}
-\frac{\delta-\varepsilon(\kappa)}{\kappa}\right]d\kappa
\;\longrightarrow\;\int_0^\infty\frac{\varepsilon(\kappa)}{\kappa}\,d\kappa
\quad(\delta\to0).
\]

With \(\delta\) negligible, the 1s result approaches its limit from below in nested bases. To find the dependence on \(h\) for a uniform mesh, put \(r=hy\), \(v=hw(y)\), \(x=\kappa h^2\) and \(u/r^2\simeq R(0)/r\) in the bracket. The source, kinetic, centrifugal and \(\kappa\) terms become \(h\left[2R(0)\int w\,dy/y-\int(w'^2/2+w^2/y^2+xw^2)\,dy\right]\), while the Coulomb and \(E_n\) terms are of order \(h^2\) and \(h^3\). Hence \(\varepsilon(\kappa)=hf(\kappa h^2)\) at leading order. As \(x\to0\) the maximizer tends to \(R(0)y\) and varies only on the scale \(y\sim x^{-1/2}\gg1\), which the splines resolve, so \(f\) vanishes as a power of \(x\). At large \(x\), \(f\) is bounded by the exact \(G\), which the \(\omega^{-3/2}\) tail makes fall as \(\kappa^{-1/2}\). The integral therefore converges and equals \(h\int f(x)\,dx/x\): linear in \(h\), without the logarithm. On the uniform meshes the enriched results rise from 2.867 to 2.970, and the last error ratio is 2.002.

The enrichment removes the logarithm but not the need for small \(h\). A geometric mesh supplies small intervals near the nucleus and wide ones outside, where \(\varphi\) and the maximizers \(v\) vary slowly.

## Pseudocode

```text
input n (1 or 2), first width h, growth g, radius Rmax
points = 0, h, g*h, g^2*h, ... until >= Rmax
build degree-7 B-splines with full end multiplicity
drop the first spline (enforces v = 0 at r = 0)
keep the second spline (it starts as r)
drop the last spline (enforces v = 0 at the outer edge)
for each interval, with 16 Gauss points:
    H += B'B'/2 + BB(1/r^2 - 1/r)
    S += BB
    b += B R_ns/r
solve H c = E S c
omega = E - E_n ; a = c^T b
if n = 2: remove the state with omega near 0,
          after checking that its a is near 0
s = (n^3/2) a^2/omega
check sum(s) = 1
L(h) = sum(s ln(2 omega))/sum(s)
return 2 L(h/2) - L(h)
```

The extrapolation assumes \(L(h)=L+ch+\cdots\). Then \(2L(h/2)-L(h)\) cancels \(ch\). The growth factor and spline degree must stay fixed, since \(c\) depends on them. They also leave an error that does not shrink with \(h\), because the intervals at \(r\gg h\) keep a fixed relative width. It changes irregularly in size and sign as the mesh points shift with \(h\), and the extrapolation does not remove it: with \(g=2\) and degree 7 the extrapolated 1s value can be wrong by about \(2\times10^{-4}\). In the example below the total remaining error is under \(10^{-7}\).

## Worked example

Take \(g=1.4\) and an outer radius of at least \(50n\) bohr. For 1s, \(h=10^{-3}\) and \(5\times10^{-4}\) bohr give 2.983966 and 2.984047, so

\[
2(2.984047)-2.983966=2.984128 .
\]

For 2s the values are 2.811607 and 2.811689, giving 2.811771. Computed with unrounded values, the extrapolated results are 2.98413 and 2.81177; they differ from the spectral reference by less than \(10^{-7}\). The corresponding mean excitation energies are

- 1s: \(k_0=19.77\) Ry \(=9.88\) Hartree;
- 2s: \(k_0=16.64\) Ry \(=8.32\) Hartree.

At \(h=0.1\) bohr both logarithms are low by 0.01626, and their difference, 0.172359, already agrees with the reference difference to the printed digits. The tail law explains the cancellation: both of its terms are independent of \(n\), which enters \(g\) only at relative order \(k^{-2}\), so equal meshes near the nucleus make the same error at orders \(h\) and \(h^2\).

## Cost, stability and failure modes

**Cost.** The number of functions grows as \(\ln(R_{\max}/h)/\ln g\). One decade in \(h\) costs \(\ln10/\ln1.4\simeq7\) functions, as in the sequence 25, 32, 39 for 1s. A uniform mesh of radius 24 bohr with \(h=5\times10^{-4}\) bohr would need 48,000 intervals. Dense diagonalization costs \(O(M^3)\) for \(M\) functions, which is small for \(M\simeq40\).

**Rounding.** The highest energy grows as \(h^{-2}\) and reaches \(9.7\times10^8\) Hartree at the smallest \(h\) here. Double-precision rounding relative to that energy is of order \(10^{-7}\) Hartree. This product warns of the absolute error that low eigenvalues may acquire; the actual error can be much smaller. Extrapolation is therefore preferable to an indefinite reduction of \(h\).

**A satisfied sum rule is not convergence.** On the coarsest enriched uniform mesh the total strength passes its test to \(10^{-6}\), yet the 1s logarithm is low by 0.117. The sum rule checks \(\varphi\); the logarithm also needs the response at large \(\kappa\). Vary \(h\) as well.

**Mixed matrix elements.** The relation \(\omega_jD_j=-a_j\) carries over to pseudostates when \(\varphi\) lies in the basis. In a basis starting as \(r^2\) it does not, and velocity and acceleration strengths can differ. The formulas for \(\delta\) and \(\varepsilon\) refer to the acceleration form.

**Degenerate and lower states.** Dividing by the tiny numerical \(\omega\) of 2p can turn rounding noise into spurious strength. For \(n\ge3\) there are also \(p\) levels below \(ns\): their \(\omega_j\) is negative, the logarithm needs \(|\omega_j|\), and the positivity argument no longer applies. The 1s lower-bound property is not claimed for 2s either, because its pseudo-2p state is approximate.

**Other potentials.** A finite nucleus removes the singularity at \(r=0\) and changes the tail at wave numbers above the inverse nuclear radius. The \(\omega^{-3/2}\) law then holds only at wave numbers well below the inverse radius. The linear error law was derived for a point nucleus and should not be used to extrapolate from meshes that do not resolve a finite one; reduce \(h\) below the nuclear radius and check convergence directly. The numerical output below gives the full sequences for the point nucleus.

## Numbers as computed

```
Density g: quadrature, closed form (1/Hartree)
  1s k=3.0/bohr: 0.03450805 0.03450805
  2s k=1.5/bohr: 0.12085831 0.12085831
Spectral reference (dimensionless unless marked)
  1s total strength = 1.0000000
  1s bound-state share = 0.06766
  1s <p^2> = 1.000000 a.u.
  1s ln k0 = 2.984129
  1s k0 = 19.7693 Ry = 9.8846 Hartree
  2s total strength = 1.0000000
  2s bound-state share = 0.02643
  2s <p^2> = 0.250000 a.u.
  2s ln k0 = 2.811770
  2s k0 = 16.6393 Ry = 8.3197 Hartree
1s tail: cutoff/Hartree, strength, two-term law,
  log numerator, leading log law
  1e+02 0.161918 0.160063 1.199287 1.314159
  1e+04 0.017808 0.017806 0.212179 0.214338
  1e+06 0.001799 0.001799 0.029695 0.029726
Cutoff for numerator loss 0.001 = 1.874e+09 Hartree
Electron rest energy = 18778.9 Hartree
1s uniform meshes, radius 24 bohr
  h/bohr, size, Emax/Hartree, delta, lost log/delta,
  ln k0 (r^2 start), ln k0 (r start)
  0.600 44 1.195e+02 0.099432 9.0692 2.31227 2.86681
  0.300 84 4.765e+02 0.050260 10.4967 2.58657 2.92567
  0.150 164 1.905e+03 0.025275 11.9018 2.75290 2.95494
  0.075 324 7.617e+03 0.012674 13.2970 2.85174 2.96955
Last halving: delta ratio = 1.9941
  Emax ratio = 3.9993
  growth of lost log/delta = 1.3953
  2 ln 2 = 1.3863
  error ratio, r start = 2.0016
Low-energy moment error, finest = 7.29e-07 /Hartree
Geometric meshes, growth 1.4, r start
  state, h/bohr, size, Emax/Hartree, ln k0
  1s 1e-01 25 2.412e+04 2.967869
  1s 1e-02 32 2.421e+06 2.982504
  1s 1e-03 39 2.422e+08 2.983966
  1s 5e-04 41 9.686e+08 2.984047
  1s extrapolated ln k0 = 2.98413
  1s difference from reference = 2.1e-09
  2s 1e-01 26 2.412e+04 2.795510
  2s 1e-02 33 2.421e+06 2.810145
  2s 1e-03 40 2.422e+08 2.811607
  2s 5e-04 42 9.686e+08 2.811689
  2s extrapolated ln k0 = 2.81177
  2s difference from reference = 4.0e-08
```
